# MP2 forces need a relaxed density and one Z-vector equation

The MP2 force on a nucleus is not the expectation value of \(-\partial H/\partial R\) over the unrelaxed MP2 density. In a basis fixed in space, the derivative of the energy with respect to a nuclear coordinate \(R\) is

\[
\frac{dE}{dR}=\sum_{pq}(D+d)_{pq}h^R_{pq}+\sum_{ai}z_{ai}h^R_{ai}+V_{nn}^R ,\qquad
\sum_{bj}A_{ai,bj}z_{bj}=-\Lambda_{ai}. \tag{1}
\]

Here \(D\) is the Hartree-Fock density, \(d\) the unrelaxed correlation correction, and \(V_{nn}\) the nuclear repulsion. The vector \(z\) carries the response of the orbitals. Neither \(A\) nor \(\Lambda\) refers to the coordinate \(R\), so one solution serves every nucleus. If the basis functions move with the atoms, further terms appear, and they use the same \(z\).

## The belief and its appeal

The belief runs as follows. The nuclear positions enter \(H\) through the electron-nucleus attraction and \(V_{nn}\). For a normalized exact eigenstate, the terms containing the derivative of the wave function cancel, and \(dE/dR=\langle\partial H/\partial R\rangle\). MP2 supplies a first-order wave function, hence a density, so the force should follow from that density.

The same recipe works for restricted Hartree-Fock (RHF) in a fixed basis, and the reason shows what MP2 lacks. Take a closed-shell molecule with real orbitals. Indices \(i,j,k\) are occupied, \(a,b,c\) virtual, and \(p,q,r,s\) arbitrary. In Gaussian units

\[
h=-\frac{\hbar^2}{2m}\nabla^2-\sum_A\frac{Z_Ae^2}{|\mathbf r-\mathbf R_A|},
\]

and the repulsion integrals \((pq|rs)\), with \(p,q\) on one electron and \(r,s\) on the other, contain the factor \(e^2\). Define

\[
G[P]_{pq}=\sum_{rs}P_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right],\qquad F=h+G[D].
\]

The energy is \(E_{HF}=\mathrm{Tr}\,Dh+\tfrac12\mathrm{Tr}\,DG[D]+V_{nn}\). Since \(\mathrm{Tr}\,PG[Q]=\mathrm{Tr}\,QG[P]\) for symmetric \(P,Q\), a change of density gives \(\delta E_{HF}=\mathrm{Tr}\,F\delta D\). Mix occupied and virtual orbitals by

\[
\delta C_i=\sum_aC_a\kappa_{ai},\qquad \delta C_a=-\sum_iC_i\kappa_{ai}, \tag{2}
\]

where the minus sign preserves orthogonality. Because \(D=2\sum_iC_iC_i^T\), the change is \(\delta D_{ai}=\delta D_{ia}=2\kappa_{ai}\), and \(\delta E_{HF}=4\sum F_{ai}\kappa_{ai}\). This vanishes because the RHF condition is \(F_{ai}=0\). The orbitals do respond to a moving nucleus, but the energy does not notice to first order, and \(dE_{HF}/dR=\mathrm{Tr}\,Dh^R+V_{nn}^R\).

The MP2 orbitals are the same ones. They make \(E_{HF}\) stationary, not \(E_{HF}+E_2\).

## What is stationary in MP2

Let all electrons be correlated, and let \(\tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}\), with \(t_{ij}^{ab}=t_{ji}^{ba}\). The correlation energy \(E_2\) is the stationary value over \(t\) of

\[
J=2\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb)+\sum_{ij}d_{ij}F_{ij}+\sum_{ab}d_{ab}F_{ab}, \tag{3}
\]

\[
d_{ab}=2\sum_{ijc}\tilde t_{ij}^{ac}t_{ij}^{bc},\qquad
d_{ij}=-2\sum_{kab}\tilde t_{ik}^{ab}t_{jk}^{ab}.
\]

To verify this, use canonical orbitals, for which \(F_{pq}=\varepsilon_p\delta_{pq}\). The pair symmetry of \(t\) turns \(2\varepsilon_a\) into \(\varepsilon_a+\varepsilon_b\) under the sum, and likewise for \(i,j\). With \(\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j\),

\[
J=\sum\tilde t_{ij}^{ab}\left[2(ia|jb)+\Delta_{ij}^{ab}t_{ij}^{ab}\right].
\]

The form \(\sum\tilde t\,u\) is symmetric in \(t\) and \(u\), and \(\Delta\) is unchanged when \(a\) and \(b\) are exchanged. Hence \(\delta J=2\sum\delta\tilde t\,[(ia|jb)+\Delta t]\), which vanishes for \(t_{ij}^{ab}=-(ia|jb)/\Delta_{ij}^{ab}\). Inserting this gives \(J=\sum\tilde t_{ij}^{ab}(ia|jb)=E_2\).

Two consequences follow. The amplitudes may be held fixed when \(E_2\) is differentiated. Moreover, a rotation among the occupied orbitals, or among the virtual ones, can be absorbed in \(t\) without changing the stationary value. Of the orbital response, only \(\kappa_{ai}\) matters.

## The unrelaxed density

Through second order, the matrix \(D+d\) is indeed an expectation value. The first-order function \(\psi_1\) contains double excitations. Opposite-spin pairs contribute \(\sum t^2\) to its norm, and same-spin pairs contribute \(\sum(t_{ij}^{ab}t_{ij}^{ab}-t_{ij}^{ab}t_{ij}^{ba})\), so \(\langle\psi_1|\psi_1\rangle=\sum\tilde t\,t\). Likewise, two sets of doubles with amplitudes \(t\) and \(u\) have overlap \(\sum\tilde t\,u\).

A one-electron operator \(O\) cannot connect \(\psi_0\) to a double excitation. Acting on \(\psi_1\) and projected on doubles, it gives a sum of two terms. The first is \(\langle O\rangle_0\psi_1\). The second is a set of doubles in which \(t_{ij}^{ab}\) is replaced by

\[
\sum_c(O_{ac}t_{ij}^{cb}+O_{bc}t_{ij}^{ac})-\sum_k(O_{ik}t_{kj}^{ab}+O_{jk}t_{ik}^{ab}).
\]

The overlap of this second term with \(\psi_1\), using pair symmetry, is \(\sum d_{ab}O_{ab}+\sum d_{ij}O_{ij}\). Dividing by the norm \(1+\langle\psi_1|\psi_1\rangle\) and keeping second order gives the density \(D+d\). It has no occupied-virtual block. The belief therefore uses an expectation value truncated at second order (the exactly normalized one has \(d/(1+\langle\psi_1|\psi_1\rangle)\) in place of \(d\)), but of a function whose orbitals are taken as given.

## The missing derivative

Now find how \(E_2\) changes under the rotation (2), with \(t\) fixed. In (3), rotating the labels of \(F_{ij}\) and \(F_{ab}\) produces elements \(F_{ai}\), which vanish. The Fock operator also changes through its density:

\[
\sum_{pq}d_{pq}G[\delta D]_{pq}=\sum_{pq}\delta D_{pq}G[d]_{pq}=4\sum_{ai}\kappa_{ai}G[d]_{ai}.
\]

In the integral term the two pairs \(ia\) and \(jb\) contribute equally, so its change is

\[
4\sum\tilde t_{ij}^{ab}\left[\sum_c\kappa_{ci}(ca|jb)-\sum_k\kappa_{ak}(ik|jb)\right].
\]

With

\[
Y_{qi}=4\sum_{jab}\tilde t_{ij}^{ab}(qa|jb),\qquad
Y_{qa}=4\sum_{ijb}\tilde t_{ij}^{ab}(iq|jb),
\]

renaming the summation indices gives

\[
\Lambda_{ai}\equiv\frac{\partial E_2}{\partial\kappa_{ai}}=Y_{ai}-Y_{ia}+4G[d]_{ai}. \tag{4}
\]

In a fixed basis the explicit derivative of \(F\) is \(h^R\), so \(dE_2/dR=\sum d_{pq}h^R_{pq}+\sum\Lambda_{ai}\kappa^R_{ai}\), where \(\kappa^R\) is the rotation per unit displacement. The expectation value omits the last sum. This is no higher-order refinement: \(Y\) is a product of \(t\) and an integral, hence of second order, like \(E_2\) itself. Nor does enlarging the fixed basis remove the term from the formula.

## One equation for all displacements

The rotation follows from requiring \(F_{ai}=0\) to hold at the displaced geometry. Three changes of \(F_{ai}\) must cancel: the explicit \(h^R_{ai}\), the orbital rotation \((\varepsilon_a-\varepsilon_i)\kappa_{ai}\), and the change of the mean field. Inserting \(\delta D_{bj}=\delta D_{jb}=2\kappa_{bj}\) in \(G\), the last is

\[
\sum_{bj}\left[4(ai|bj)-(ab|ij)-(aj|ib)\right]\kappa_{bj}.
\]

Thus \(A\kappa^R=-h^R\), with

\[
A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|ib).
\]

Solving this directly takes one linear system per nuclear coordinate. But the force needs only the number \(\Lambda\cdot\kappa^R\), and \(A\) is symmetric:

\[
\Lambda\cdot\kappa^R=-\Lambda\cdot A^{-1}h^R=(-A^{-1}\Lambda)\cdot h^R=z\cdot h^R,\qquad Az=-\Lambda.
\]

This proves (1). Let \(P\) be \(d\) with \(z_{ai}/2\) added in each of the positions \(ai\) and \(ia\). Then \(D+P\) is the relaxed density, and \(dE/dR=\mathrm{Tr}(D+P)h^R+V_{nn}^R\).

The equation requires a nonsingular \(A\). If an eigenvalue of \(A\) tends to zero, RHF approaches an instability and \(z\) diverges unless \(\Lambda\) has no component along that eigenvector. A vanishing \(\Delta\) invalidates the amplitudes themselves. If the orbitals are instead chosen to make \(E_{HF}+E_2\) stationary, the total orbital gradient \(4F_{ai}+\partial E_2/\partial\kappa_{ai}\) vanishes, though in general neither term does alone, and no \(z\) is needed. If a method's amplitudes are not stationary, their response must be treated as well.

## The size of the error

Consider a linear H\(_4\) chain with spacings 1.6, 2.0 and 1.8 \(a_0\), an uneven arrangement such as a trajectory might pass through, in the cc-pVDZ basis. There are 2 occupied and 18 virtual orbitals, so \(z\) has \(2\times18=36\) components. The lowest eigenvalue of \(A\) is 0.424 \(E_h\), safely positive.

First move only the nuclear charges and leave the basis functions in place. This removes every basis-set term from the comparison. The forces along the chain, \(-dE/dR\), in \(E_h/a_0\) are:

| Atom | RHF | Unrelaxed | MP2 |
|---|---:|---:|---:|
| 1 | 0.0355 | 0.0316 | 0.0272 |
| 2 | −0.0891 | −0.0845 | −0.0755 |
| 3 | 0.1228 | 0.1182 | 0.1094 |
| 4 | −0.0695 | −0.0655 | −0.0613 |

The MP2 column is a finite difference of total energies. The relaxed density reproduces it within \(1.4\times10^{-9}\,E_h/a_0\).

On atom 2, correlation changes the force by \(-0.07554+0.08909=0.01355\,E_h/a_0\). The unrelaxed density supplies 0.00463, or 34%, and \(z\) supplies the remaining 0.00892. That omission is 12% of the magnitude of the MP2 force on this atom. Over the four atoms, the unrelaxed density captures between 34% and 48% of the correlation contribution.

The same \(z\) gives the dipole moment. For a field \(\mathcal E\) along the chain, the electronic perturbation is \(e\mathcal E x\), with \(x\) the coordinate along the chain. The nuclei add \(-e\mathcal E\sum_AZ_AX_A\), so

\[
\mu=-\frac{dE}{d\mathcal E}=e\sum_AZ_AX_A-e\,\mathrm{Tr}(D+P)x .
\]

RHF gives −0.0617 \(ea_0\), the unrelaxed density −0.0613, and the relaxed density −0.0558, in agreement with the energy derivative. Here the unrelaxed density captures about 6% of the correlation correction.

## When the basis moves with the atoms

Molecular dynamics with atom-centred functions needs more than a relaxed expectation value. The overlap matrix \(S\) and the repulsion integrals now depend on \(R\). After a small displacement \(\delta R\), the old coefficients give the orbital overlap \(1+S^R\delta R\). Multiplying them by its inverse square root restores orthonormality, so the orbitals are carried along by

\[
\delta C_p=\sum_qC_qU_{qp},\qquad U_{qp}=-\tfrac12S^R_{qp}\delta R.
\]

A further rotation \(\kappa\) restores \(F_{ai}=0\). The previous argument applies with \(h^R_{ai}\) replaced by \(F_{ai}^{(R)}\), the derivative of \(F_{ai}\) along the carried orbitals. The response is then \(z\cdot F^{(R)}\), with \(z\) unchanged. Hence the complete derivative is that of

\[
L=E_{HF}+2\sum\tilde t_{ij}^{ab}(ia|jb)+\mathrm{Tr}\,PF,
\]

with \(t\) and \(z\) fixed and the orbitals merely carried along.

For any \(U\), the change of \(D\) contributes \(4\sum_{qi}U_{qi}(F+G[P])_{qi}\), from \(E_{HF}\) and from the mean field in \(F\). Transforming the two labels of \(F\) in \(\mathrm{Tr}\,PF\) contributes \(2\sum U_{qp}(FP)_{qp}\). The integral term contributes \(\sum U_{qp}Y_{qp}\). Their sum is \(\sum U_{qp}X_{qp}\), where

\[
X_{qp}=2(FP)_{qp}+Y_{qp}+4(F+G[P])_{qp}\,n_p,
\]

with \(n_p=1\) for occupied \(p\) and 0 for virtual \(p\). Adding the derivatives of the integrals over basis functions \(\mu,\nu,\lambda,\sigma\) gives

\[
\frac{dE}{dR}=\mathrm{Tr}(D+P)h^R+\sum\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)^R-\tfrac12\sum_{qp}S^R_{qp}X_{qp}+V_{nn}^R, \tag{5}
\]

\[
\Gamma_{\mu\nu\lambda\sigma}=M_{\mu\nu}D_{\lambda\sigma}-\tfrac12M_{\mu\lambda}D_{\nu\sigma}
+2\sum_{ijab}\tilde t_{ij}^{ab}C_{\mu i}C_{\nu a}C_{\lambda j}C_{\sigma b},
\]

with \(M=\tfrac12D+P\) in the basis functions. The factor \(\tfrac12\) comes from \(\tfrac12\mathrm{Tr}\,DG[D]\). In (5), \(h^R\) includes the motion of the basis functions as well as that of the nucleus.

For the chain, the complete MP2 force on atom 2 is −0.0846 \(E_h/a_0\), or −4.35 eV/Å. Equation (5) agrees with finite differences on all four atoms. Setting \(z=0\) in it gives −0.0953, an error of 0.0107 \(E_h/a_0\), or 13% of the force. This second figure depends on how the orbitals are carried along. Another orthonormal choice adds an antisymmetric part to \(U\), which contributes nothing once \(X\) is symmetric. The occupied-occupied and virtual-virtual blocks of \(X\) are symmetric because such rotations leave \(D\) and the vanishing \(F_{ai}\) unchanged and can be absorbed in the stationary \(t\). In the mixed block, \(2(FP)_{ai}=\varepsilon_az_{ai}\), \(2(FP)_{ia}=\varepsilon_iz_{ai}\), and \(4G[P]_{ai}=4G[d]_{ai}+\sum_{bj}[4(ai|bj)-(ab|ij)-(aj|ib)]z_{bj}\), so \(X_{ai}-X_{ia}=(Az+\Lambda)_{ai}\). The equation \(Az=-\Lambda\), known as the Z-vector equation, is thus the condition \(X_{ai}=X_{ia}\); without it, the choice affects the answer.

One coincidence deserves care. The unrelaxed expectation value on atom 2, −0.0845, lies very close to the complete force, −0.0846. There the omitted response and the omitted basis-set terms nearly cancel. On atom 1 they do not: the values are 0.0316 and 0.0378. Agreement on one atom would thus be no evidence for the unrelaxed formula.

## Consequences for dynamics and stress

Forces derived from a potential satisfy \(\partial F_A/\partial R_B=\partial F_B/\partial R_A\). In the fixed-basis model, the unrelaxed forces violate this by up to \(5.1\times10^{-4}\,E_h/a_0^2\), while for the relaxed forces the difference is \(6.5\times10^{-10}\), at the level of numerical error. The unrelaxed field can therefore do net work around a closed loop. No potential energy exists whose sum with the kinetic energy it would conserve, however short the time step.

The derivation of (5) used \(R\) merely as a parameter on which the integrals depend smoothly. A homogeneous strain of a finite system is another such parameter. Its energy derivative, which divided by a reference volume defines a stress, uses the strain derivatives of the integrals and the same \(z\). The numerical check covers the forces and the dipole, not a separate strain calculation.

## Calculated quantities

```
H4 chain, RHF-MP2/cc-pVDZ; E_h = hartree, a0 = bohr
positions (a0): 0.0 1.6 3.6 5.4
basis functions 20, occupied 2, virtual 18
unknowns in the Z-vector equation: 36
RHF energy          -2.19838430 E_h
MP2 correlation     -0.06140652 E_h
MP2 total energy    -2.25979082 E_h
HOMO-LUMO gap       0.59786 E_h
lowest eigenvalue of A  0.42449 E_h
electrons moved to virtuals (trace d_ab) 0.048733
norm of psi0+psi1, squared  1.024367
largest |Lambda_ai|  0.029155 E_h
largest |z_ai|       0.030082
FIXED BASIS, forces in E_h/a0
atom  RHF        MP2 exact  unrelaxed  relaxed    z part
1      0.035505   0.027192   0.031638   0.027192  -0.004447
2     -0.089087  -0.075535  -0.084458  -0.075535   0.008923
3      0.122783   0.109412   0.118234   0.109412  -0.008822
4     -0.069458  -0.061283  -0.065506  -0.061283   0.004224
correlation part of the force, E_h/a0: exact, unrelaxed
1     -0.008314  -0.003867
2      0.013552   0.004629
3     -0.013370  -0.004549
4      0.008176   0.003952
largest error, unrelaxed  0.008923 E_h/a0
largest error, relaxed    1.4e-09 E_h/a0
largest curl, unrelaxed   5.104e-04 E_h/a0^2
largest curl, relaxed     6.5e-10 E_h/a0^2
DIPOLE along the chain, e*a0
RHF -0.061653, MP2 exact -0.055769
unrelaxed -0.061281, relaxed -0.055769
ATOM-CENTRED BASIS, complete forces in E_h/a0
atom  RHF        MP2 exact  without z  with z
1      0.044182   0.037824   0.037090   0.037824
2     -0.097492  -0.084644  -0.095341  -0.084644
3      0.128820   0.116439   0.125479   0.116439
4     -0.075511  -0.069618  -0.067229  -0.069618
largest error without z 0.010697 E_h/a0
largest error with z    1.6e-10 E_h/a0
1 E_h/a0 = 51.42207 eV/angstrom
complete MP2 forces (eV/angstrom): 1.9450 -4.3526 5.9875 -3.5799
```
